# Fermi contact densities from scalar-relativistic orbitals: verification in Python

```python
# Result under test: for a point nucleus the contact density |phi(0)|^2 of a
# scalar-relativistic s orbital grows as zeta_max**(1-gamma) with the largest
# Gaussian exponent zeta_max, while the proper hyperfine density
#     D = -2 * integral( phi * kappa * dphi/dr, r = 0..infinity )
# stays finite; for the 1s state D = (Z^3/pi) / (gamma*(2*gamma-1)).
# Symbols: Z nuclear charge, c speed of light, gamma = sqrt(1-(Z/c)^2),
# kappa = 2c^2/(2c^2+E-V), E energy without rest energy, V = -Z/r.
# Hartree atomic units are used unless a label says otherwise.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson
from scipy.linalg import block_diag, eigh, lu_factor, lu_solve, svd
from scipy.special import erf

alpha = const.fine_structure
c = 1.0 / alpha
bohr = const.physical_constants["Bohr radius"][0]
Z = 80
gamma = np.sqrt(1 - (Z * alpha) ** 2)
r_T = Z / (2 * c**2)
E_1s = c**2 * (gamma - 1)
E_2s = c**2 * (np.sqrt((1 + gamma) / 2) - 1)
E_zora = 2 * c**2 * E_1s / (2 * c**2 + E_1s)
unit_density = Z**3 / np.pi
D_formula = 1 / (gamma * (2 * gamma - 1))   # in units of Z^3/pi

# ---- exact 1s function: radial equation and hyperfine density ----
stretch = 1 + E_1s / (2 * c**2)


def kappa(r):
    return r / (r * stretch + r_T)


def phi_raw(r):
    return r ** (gamma - 1) * mp.exp(-Z * r)


def flux(r):
    return r**2 * kappa(r) * mp.diff(phi_raw, r)


for radius in (0.0005, 0.004, 0.02):
    kinetic = -mp.diff(flux, radius) / (2 * radius**2)
    value = phi_raw(radius)
    residual = kinetic - (Z / radius + E_1s) * value
    assert abs(residual) < 1e-5 * abs(Z / radius * value)


def log_integral(function, upper):
    t = np.linspace(-70.0, np.log(upper), 20001)
    r = np.exp(t)
    return simpson(function(r) * r, x=t)


def phi(r):
    return r ** (gamma - 1) * np.exp(-Z * r)


def dphi(r):
    return ((gamma - 1) / r - Z) * phi(r)


def kappa_slope(r):
    return r_T / (r * stretch + r_T) ** 2


norm = log_integral(
    lambda r: 4 * np.pi * r**2
    * (phi(r)**2 + (kappa(r) * dphi(r) / (2 * c))**2), 1.0)
D_gradient = log_integral(
    lambda r: -2 * phi(r) * kappa(r) * dphi(r), 1.0) / norm / unit_density
D_smeared = log_integral(
    lambda r: kappa_slope(r) * phi(r)**2, 1.0) / norm / unit_density
D_inner = log_integral(
    lambda r: kappa_slope(r) * phi(r)**2, r_T) / norm / unit_density
assert abs(D_gradient / D_formula - 1) < 1e-6
assert abs(D_smeared / D_formula - 1) < 1e-6

# ---- angular factor of the hyperfine operator, explicit Pauli matrices ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
moment = np.array([0.3, -0.7, 0.5])
spinor = np.array([0.6, 0.8 * np.exp(0.4j)])
spin = np.array([(spinor.conj() @ s @ spinor).real for s in pauli])
angular = 0.0
for x, w in zip(*np.polynomial.legendre.leggauss(8)):
    for angle in 2 * np.pi * np.arange(16) / 16:
        side = np.sqrt(1 - x * x)
        n = np.array([side * np.cos(angle), side * np.sin(angle), x])
        s_A = np.tensordot(np.cross(moment, n), pauli, 1)
        s_n = np.tensordot(n, pauli, 1)
        angular += (w * 2 * np.pi / 16
                    * (spinor.conj() @ s_A @ (-1j * s_n) @ spinor))
assert abs(angular + 8 * np.pi / 3 * (moment @ spin)) < 1e-12

# ---- field at the nucleus per unit density, by two routes ----
mu_B = const.physical_constants["Bohr magneton"][0]
field_au = const.physical_constants[
    "atomic unit of mag. flux density"][0]
tesla = 2 / 3 * const.mu_0 * mu_B / bohr**3
assert abs(4 * np.pi / 3 * alpha**2 * field_au / tesla - 1) < 1e-7

# ---- Gaussian basis ----
zeta_min, ratio = 40.0, 2.2
sizes = [12, 18, 24, 30, 36]


def charge_integrals(p, eta):
    # integrals of r*exp(-p r^2)*f and r^3*exp(-p r^2)*f over r;
    # f = 1 for a point nucleus, f = erf(sqrt(eta)*r) for a Gaussian one
    if eta is None:
        return 1 / (2 * p), 1 / (2 * p**2)
    q = p + eta
    first = np.sqrt(eta) / (2 * p * np.sqrt(q))
    third = np.sqrt(eta) / 2 * (1 / (p**2 * np.sqrt(q))
                                + 1 / (2 * p * q**1.5))
    return first, third


def matrices(size, eta=None):
    a = zeta_min * ratio ** np.arange(size)
    at_zero = (2 * a / np.pi) ** 0.75
    p = a[:, None] + a[None, :]
    ab = np.outer(a, a)
    nn = np.outer(at_zero, at_zero)
    S = (2 * np.sqrt(ab) / p) ** 1.5
    T = 3 * ab / p * S
    first, third = charge_integrals(p, eta)
    V = -4 * np.pi * Z * nn * first
    W = -16 * np.pi * Z * ab * nn * third
    return a, at_zero, S, T, V, W


def bound_state(H, S, shift):
    # inverse iteration with row scaling, accurate for very tight functions
    M = H - shift * S
    scale = 1 / np.sqrt(np.abs(M).max(axis=1))
    factors = lu_factor(M * np.outer(scale, scale))
    x = np.ones(len(H))
    for _ in range(16):
        x = scale * lu_solve(factors, scale * (S @ x))
        x /= np.sqrt(x @ S @ x)
    return x @ H @ x, x


def dirac_matrices(S, T, V, W):
    d = 1 / np.sqrt(2 * np.diag(T))
    dd = np.outer(d, d)
    S_small = 2 * T * dd
    coupling = 2 * c * T * d[None, :]
    H = np.block([[V, coupling],
                  [coupling.T, W * dd - 2 * c**2 * S_small]])
    return H, S_small, d


def dirac_state(size, energy_guess, eta=None):
    a, at_zero, S, T, V, W = matrices(size, eta)
    H, S_small, d = dirac_matrices(S, T, V, W)
    energy, x = bound_state(H, block_diag(S, S_small), 1.01 * energy_guess)
    large = x[:size] * at_zero
    small = 2 * c * d * x[size:] * at_zero
    weight = 2 * a[None, :] / (a[:, None] + a[None, :])
    return (energy, large.sum()**2 / unit_density,
            large @ weight @ small / unit_density)


def inverse_root(S):
    values, vectors = eigh(S)
    return (vectors / np.sqrt(values)) @ vectors.T


def x2c_contact(size, eta=None):
    # the X2C orbitals are the unitary polar factor of the large components
    a, at_zero, S, T, V, W = matrices(size, eta)
    H, S_small, d = dirac_matrices(S, T, V, W)
    root = inverse_root(S)
    both = block_diag(root, inverse_root(S_small))
    H_orth = both @ H @ both
    energies, vectors = eigh((H_orth + H_orth.T) / 2)
    assert energies[size - 1] < -c**2 < energies[size]
    upper = vectors[:size, size:]
    left, _, right = svd(upper)
    orbital = root @ (left @ right)[:, 0]
    large = root @ upper[:, 0]
    return ((at_zero @ orbital)**2 / unit_density,
            (at_zero @ large)**2 / unit_density)


def zora_state(size):
    a, at_zero, S, T, V, W = matrices(size)
    t = np.arange(np.log(1e-11), np.log(2.0), 0.03)
    r = np.exp(t)
    gaussians = np.exp(-np.outer(a, r**2))
    weight = 0.03 * r**5 * r / (r + r_T)
    integral = (gaussians * weight) @ gaussians.T
    kinetic = (8 * np.pi * np.outer(a, a)
               * np.outer(at_zero, at_zero) * integral)
    energy, x = bound_state(kinetic + V, S, 1.01 * E_zora)
    return energy, (at_zero @ x)**2 / unit_density


def nonrel_state(size):
    a, at_zero, S, T, V, W = matrices(size)
    energy, x = bound_state(T + V, S, -1.01 * Z**2 / 2)
    return energy, (at_zero @ x)**2 / unit_density


# ---- point nucleus: growth with tight functions ----
zeta_max = np.array([zeta_min * ratio ** (n - 1) for n in sizes])
nonrel = np.array([nonrel_state(n) for n in sizes])
zora = np.array([zora_state(n) for n in sizes])
dirac = np.array([dirac_state(n, E_1s) for n in sizes])
dirac_2s = np.array([dirac_state(n, E_2s) for n in sizes])
x2c = np.array([x2c_contact(n) for n in sizes])

assert abs(nonrel[-1, 0] / (-Z**2 / 2) - 1) < 1e-4
assert abs(nonrel[-1, 1] - 1) < 1e-3
assert abs(dirac[-1, 0] / E_1s - 1) < 1e-4
assert abs(dirac_2s[-1, 0] / E_2s - 1) < 1e-4
assert abs(zora[-1, 0] / E_zora - 1) < 1e-4
assert abs(x2c[-1, 1] / dirac[-1, 1] - 1) < 1e-3

log_step = np.log(zeta_max[-1] / zeta_max[-2])


def growth(values):
    return np.log(values[-1] / values[-2]) / log_step


slope_dirac = growth(dirac[:, 1])
slope_2s = growth(dirac_2s[:, 1])
slope_zora = growth(zora[:, 1])
slope_x2c = growth(x2c[:, 0])
for slope in (slope_dirac, slope_2s, slope_zora):
    assert abs(slope - (1 - gamma)) < 0.003
assert np.all(x2c[1:, 0] > 1.2 * x2c[:-1, 0])

# proper density: finite limit and rate of convergence
D_basis = dirac[:, 2]
changes = np.diff(D_basis)
decay = np.log(changes[-2] / changes[-1]) / log_step
shrink = changes[-1] / changes[-2]
D_limit = D_basis[-1] + changes[-1] * shrink / (1 - shrink)
assert abs(decay - (gamma - 0.5)) < 0.01
assert abs(D_basis[-1] / D_formula - 1) < 0.01
assert abs(D_limit / D_formula - 1) < 0.002

# ---- Gaussian nuclear charge, point magnetic dipole ----
rms_fm = 5.5
rms = rms_fm * 1e-15 / bohr
eta = 1.5 / rms**2
for p_test in (1e3, 1e8, 1e10):
    for power, closed in zip((1, 3), charge_integrals(p_test, eta)):
        numeric = log_integral(
            lambda r: r**power * np.exp(-p_test * r**2)
            * erf(np.sqrt(eta) * r), 10 / np.sqrt(p_test))
        assert abs(numeric / closed - 1) < 1e-6
finite = np.array([dirac_state(n, E_1s, eta) for n in sizes[-2:]])
finite_x2c = np.array([x2c_contact(n, eta)[0] for n in sizes[-2:]])
assert abs(finite[1, 1] / finite[0, 1] - 1) < 2e-3
assert abs(finite[1, 2] / finite[0, 2] - 1) < 2e-3
assert abs(finite_x2c[1] / finite_x2c[0] - 1) < 2e-3
assert finite[1, 1] > 1.5 * finite[1, 2]
assert finite_x2c[1] > 1.5 * finite[1, 2]

# ---- output ----
print("Hydrogen-like mercury ion, Z =", Z)
print(f"speed of light c = {c:.4f} a.u.")
print(f"gamma = {gamma:.5f}, 1-gamma = {1 - gamma:.5f}")
print(f"width r_T = Z/(2c^2) = {r_T:.4e} bohr")
print(f"Z^3/pi = {unit_density:.1f} bohr^-3")
print(f"field per unit density = {tesla:.4f} T bohr^3")
print(f"basis: smallest exponent {zeta_min:.0f} bohr^-2, ratio {ratio}")
print("Energies in hartree, largest basis | formula")
print(f"  non-relativistic 1s {nonrel[-1, 0]:.2f} | {-Z**2 / 2:.2f}")
print(f"  spin-free Dirac 1s  {dirac[-1, 0]:.2f} | {E_1s:.2f}")
print(f"  spin-free Dirac 2s  {dirac_2s[-1, 0]:.2f} | {E_2s:.2f}")
print(f"  scalar ZORA 1s      {zora[-1, 0]:.2f} | {E_zora:.2f}")
print("Point nucleus, 1s, densities in units of Z^3/pi")
print("functions, zeta_max/bohr^-2: contact NR, ZORA, Dirac, X2C; D")
for i, size in enumerate(sizes):
    print(f"  {size} {zeta_max[i]:.2e}: {nonrel[i, 1]:.4f}"
          f" {zora[i, 1]:.3f} {dirac[i, 1]:.3f}"
          f" {x2c[i, 0]:.3f}; {D_basis[i]:.4f}")
print("Growth exponents from the two largest bases")
print(f"  Dirac 1s {slope_dirac:.5f}, Dirac 2s {slope_2s:.5f}")
print(f"  ZORA 1s {slope_zora:.5f}, X2C 1s {slope_x2c:.5f}")
print(f"D, closed formula = {D_formula:.5f} Z^3/pi")
print(f"D, gradient quadrature = {D_gradient:.5f} Z^3/pi")
print(f"D, smeared quadrature = {D_smeared:.5f} Z^3/pi")
print(f"D, basis limit extrapolated = {D_limit:.5f} Z^3/pi")
print(f"share of D from r < r_T = {100 * D_inner / D_smeared:.1f} %")
print(f"decay exponent of D error = {decay:.4f},"
      f" gamma-1/2 = {gamma - 0.5:.4f}")
print(f"D = {D_formula * unit_density:.4e} bohr^-3,"
      f" field = {D_formula * unit_density * tesla:.4e} T")
print(f"Gaussian nuclear charge, rms radius {rms_fm} fm = {rms:.4e} bohr")
print(f"  contact, Dirac large component = {finite[1, 1]:.3f} Z^3/pi")
print(f"  contact, X2C orbital = {finite_x2c[1]:.3f} Z^3/pi")
print(f"  proper density D = {finite[1, 2]:.4f} Z^3/pi")
print(f"  contact/D: Dirac {finite[1, 1] / finite[1, 2]:.2f},"
      f" X2C {finite_x2c[1] / finite[1, 2]:.2f}")
for label, density in (("proper", finite[1, 2]),
                       ("Dirac contact", finite[1, 1]),
                       ("X2C contact", finite_x2c[1])):
    print(f"  field, {label} = {density * unit_density * tesla:.3e} T")
print("Z: 1-gamma, rise of contact density for 1000 times larger zeta_max")
for charge in (10, 30, 50, 80):
    exponent = 1 - np.sqrt(1 - (charge * alpha) ** 2)
    rise = 100 * (1000**exponent - 1)
    print(f"  {charge}: {exponent:.5f}, {rise:.1f} %")
print("all good")
```

Running it gives:

```
Hydrogen-like mercury ion, Z = 80
speed of light c = 137.0360 a.u.
gamma = 0.81191, 1-gamma = 0.18809
width r_T = Z/(2c^2) = 2.1301e-03 bohr
Z^3/pi = 162974.7 bohr^-3
field per unit density = 52.4304 T bohr^3
basis: smallest exponent 40 bohr^-2, ratio 2.2
Energies in hartree, largest basis | formula
  non-relativistic 1s -3200.00 | -3200.00
  spin-free Dirac 1s  -3532.19 | -3532.19
  spin-free Dirac 2s  -904.85 | -904.85
  scalar ZORA 1s      -3898.87 | -3898.87
Point nucleus, 1s, densities in units of Z^3/pi
functions, zeta_max/bohr^-2: contact NR, ZORA, Dirac, X2C; D
  12 2.34e+05: 0.9036 3.148 2.291 4.246; 1.3949
  18 2.65e+07: 0.9909 8.776 6.343 21.743; 1.8411
  24 3.00e+09: 0.9991 21.600 15.624 106.833; 1.9440
  30 3.41e+11: 0.9999 52.639 38.082 557.621; 1.9675
  36 3.86e+13: 1.0000 128.171 92.728 3093.658; 1.9728
Growth exponents from the two largest bases
  Dirac 1s 0.18812, Dirac 2s 0.18812
  ZORA 1s 0.18811, X2C 1s 0.36219
D, closed formula = 1.97442 Z^3/pi
D, gradient quadrature = 1.97442 Z^3/pi
D, smeared quadrature = 1.97442 Z^3/pi
D, basis limit extrapolated = 1.97442 Z^3/pi
share of D from r < r_T = 85.5 %
decay exponent of D error = 0.3121, gamma-1/2 = 0.3119
D = 3.2178e+05 bohr^-3, field = 1.6871e+07 T
Gaussian nuclear charge, rms radius 5.5 fm = 1.0393e-04 bohr
  contact, Dirac large component = 6.087 Z^3/pi
  contact, X2C orbital = 19.736 Z^3/pi
  proper density D = 1.7932 Z^3/pi
  contact/D: Dirac 3.39, X2C 11.01
  field, proper = 1.532e+07 T
  field, Dirac contact = 5.201e+07 T
  field, X2C contact = 1.686e+08 T
Z: 1-gamma, rise of contact density for 1000 times larger zeta_max
  10: 0.00267, 1.9 %
  30: 0.02426, 18.2 %
  50: 0.06894, 61.0 %
  80: 0.18809, 266.7 %
all good
```
